# Wafer curvature from arbitrary film stress on an anisotropic substrate

Converting a measured wafer curvature into a film stress requires two decisions: which elastic constants of the substrate to use, and whether one scan line is enough. A scalar Stoney equation answers with one biaxial modulus and one curvature. For a film whose stress differs between in-plane directions, or for a wafer cut such as (110), both answers can fail. The relation that replaces the scalar equation is

$$\kappa_{\alpha\beta}=\frac{6h_f}{h_s^2}\,S_{\alpha\beta\gamma\delta}\,\sigma_{\gamma\delta}, \tag{1}$$

to leading order in $h_f/h_s$. Here $h_f$ and $h_s$ are the thicknesses of film and substrate, and $\sigma_{\gamma\delta}$ is the in-plane film stress, averaged through the film, in the final bent state. Greek indices take the values 1 and 2, repeated indices are summed, and tension is positive. The deflection $w$ is positive towards the film, and $\kappa_{\alpha\beta}=\partial_\alpha\partial_\beta w$. The tensor $S$ is the in-plane part of the substrate's full three-dimensional compliance.

The substrate occupies $-h_s/2<z<h_s/2$ and the film lies on its top face. The substrate is homogeneous and linearly elastic, with any anisotropy down to triclinic. The film stress does not vary over the wafer, no external load acts, and slopes and deflections are small. The first task is to find the state far from the edge, where stresses and strains depend on $z$ alone.

Equilibrium, $\partial_j\sigma_{ij}=0$, then reduces to $d\sigma_{i3}/dz=0$. The bottom face is free, so $\sigma_{i3}=0$ at every depth. With the in-plane stresses alone present, Hooke's law $\varepsilon_{ij}=S_{ijkl}\sigma_{kl}$ gives

$$\varepsilon_{\alpha\beta}(z)=S_{\alpha\beta\gamma\delta}\,\sigma_{\gamma\delta}(z). \tag{2}$$

This settles which constants enter. Let $a$ denote the in-plane components (11, 22, 12) and $b$ the remaining ones (33, 23, 13), and let $C$ be the stiffness in Voigt form. The vanishing stresses require $0=C_{ba}\varepsilon_a+C_{bb}\varepsilon_b$, hence $\varepsilon_b=-C_{bb}^{-1}C_{ba}\varepsilon_a$. Insertion into $\sigma_a=C_{aa}\varepsilon_a+C_{ab}\varepsilon_b$ yields

$$\sigma_a=Q\,\varepsilon_a,\qquad Q=C_{aa}-C_{ab}C_{bb}^{-1}C_{ba}=S^{-1}, \tag{3}$$

where $S$ is now the $3\times3$ in-plane block of $C^{-1}$. It differs from $C_{aa}^{-1}$ whenever $C_{ab}\neq0$. The transverse shears $\varepsilon_{\alpha3}$ are free to take whatever values make their stresses vanish; setting them to zero, as in the kinematics of a plate whose normals stay normal, stiffens the substrate artificially whenever those values are not zero.

Transverse shear does not spoil the link between strain and curvature. From $2\varepsilon_{\alpha3}=\partial_\alpha u_3+\partial_zu_\alpha$, differentiation along $x_\beta$ gives

$$0=\partial_\alpha\partial_\beta u_3+\partial_z\partial_\beta u_\alpha,$$

because $\varepsilon_{\alpha3}$ does not depend on $x_\beta$. Symmetrizing in $\alpha$ and $\beta$ turns the last term into $d\varepsilon_{\alpha\beta}/dz$, so

$$\frac{d\varepsilon_{\alpha\beta}}{dz}=-\partial_\alpha\partial_\beta u_3 .$$

The right side does not vary with $z$, since $\partial_z\partial_\alpha\partial_\beta u_3=\partial_\alpha\partial_\beta\varepsilon_{33}=0$. The left side does not vary over the plane. Both are therefore constant, and

$$\varepsilon_{\alpha\beta}(z)=e_{\alpha\beta}-z\,\kappa_{\alpha\beta}. \tag{4}$$

By (2) the substrate stress is also linear in depth, $\sigma^s=a+bz$, where $a$ and $b$ are now constant in-plane tensors. They follow from the condition that a free wafer transmits neither net force nor net moment:

$$h_s a+\int_{\rm film}\sigma^f dz=0,\qquad \frac{h_s^3}{12}\,b+\int_{\rm film}z\,\sigma^f dz=0 .$$

The field so constructed leaves tractions on the edge that have no force and no moment per unit length. By Saint-Venant's principle they disturb the state appreciably only near the edge, typically within a few thicknesses when the anisotropy is moderate, as in silicon; strong anisotropy can widen this zone. Comparison of (2) with (4) gives $\kappa=-Sb$, and thus

$$\kappa=\frac{12}{h_s^3}\,S\int_{\rm film}z\,\sigma^f(z)\,dz . \tag{5}$$

No thin-film approximation has been made yet. If the film stress is uniform through its thickness, the integral is

$$\frac{\sigma}{2}\left[\left(\frac{h_s}{2}+h_f\right)^2-\frac{h_s^2}{4}\right]=\frac{h_f(h_s+h_f)}{2}\,\sigma,$$

and (5) becomes

$$\kappa=\frac{6h_f}{h_s^2}\left(1+\frac{h_f}{h_s}\right)S\sigma . \tag{6}$$

The leading term is (1). The factor 6 is the 12 of the bending stiffness times the lever arm $h_s/2$. The sign is also visible: a tensile film contracts the top face and makes the wafer concave towards the film, which is positive $\kappa$. A stress gradient inside the film adds a moment of order $h_f^2$ times the stress variation, again smaller than the leading term by a factor of order $h_f/h_s$ when that variation is comparable with the mean stress.

The stress in the substrate follows from the same constants. To leading order $a=-h_f\sigma/h_s$ and $b=-6h_f\sigma/h_s^2$, so that

$$\sigma^s(z)=-\frac{h_f}{h_s}\left(1+\frac{6z}{h_s}\right)\sigma . \tag{7}$$

It is $-4(h_f/h_s)\sigma$ just under the film, zero at $z=-h_s/6$, and $+2(h_f/h_s)\sigma$ at the bottom. None of this contains the film's elastic constants. They matter when the given quantity is the stress $\sigma_m$ that the film would have on a rigid wafer. The film shares the strain of the top face, $-4(h_f/h_s)S\sigma$, so with film stiffness $Q_f$

$$\sigma=\sigma_m-4\frac{h_f}{h_s}Q_fS\sigma .$$

The difference is of first order in $h_f/h_s$ and disappears from (1) in the thin limit.

A real wafer has an edge, and for it there is a statement about the average that needs no Saint-Venant argument. Treat the film as a membrane of uniform tension $N=h_f\sigma$ on the top face of a free plate of area $A$. Equilibrium means that for every displacement field $v$

$$\int\sigma_{ij}\,\varepsilon_{ij}(v)\,dV+N_{\alpha\beta}\int_{\rm top}\varepsilon_{\alpha\beta}(v)\,dA=0 .$$

Choose for $v$ a pure-bending field, whose stress is $z\,m_{\alpha\beta}$ in the plane and zero otherwise, with constant $m$. Its strains are linear in $z$ and therefore compatible. The symmetry of the stiffness gives $\sigma_{ij}\varepsilon_{ij}(v)=\varepsilon_{ij}\sigma_{ij}(v)=z\,m_{\alpha\beta}\varepsilon_{\alpha\beta}$, while on the top face $\varepsilon_{\alpha\beta}(v)=\tfrac12h_sS_{\alpha\beta\gamma\delta}m_{\gamma\delta}$. Since $m$ is arbitrary and $S$ is symmetric,

$$\int z\,\varepsilon_{\alpha\beta}\,dV=-\frac{h_sA}{2}S_{\alpha\beta\gamma\delta}N_{\gamma\delta},\qquad
\bar\kappa_{\alpha\beta}\equiv-\frac{12}{h_s^3A}\int z\,\varepsilon_{\alpha\beta}\,dV=\frac{6}{h_s^2}S_{\alpha\beta\gamma\delta}N_{\gamma\delta}. \tag{8}$$

For the strain (4), $\bar\kappa$ equals $\kappa$. Edge layers thus redistribute the curvature without changing this average.

Equation (8) was tested by minimizing the three-dimensional elastic energy of a plate measuring $8\times6\times1$ thicknesses, with polynomial displacements and the full stiffness. One case had a random triclinic stiffness and a general tension, the other was silicon (111) under uniaxial tension along $[1\bar10]$. The larger relative difference from (8) was $7\times10^{-14}$. The trial displacements contain the pure-bending field, so the test concerns the compliance, factor and sign, not the detailed shape of the edge layer. In the silicon case, suppressing the transverse shears changes the predicted curvature by 3.8%, relative to the magnitude of the computed curvature vector.

For use with measurements, write (1) in Voigt form with the vectors $(\kappa_{11},\kappa_{22},2\kappa_{12})$ and $(\sigma_{11},\sigma_{22},\sigma_{12})$. The factor 2 is that of the engineering shear strain. Inversion gives

$$\begin{pmatrix}\sigma_{11}\\ \sigma_{22}\\ \sigma_{12}\end{pmatrix}=\frac{h_s^2}{6h_f}\,Q\begin{pmatrix}\kappa_{11}\\ \kappa_{22}\\ 2\kappa_{12}\end{pmatrix}. \tag{9}$$

Three unknown stresses need three curvature components, for instance from scans along $x$, along $y$ and along a diagonal. A scan along the unit vector $n$ measures $n_\alpha n_\beta\kappa_{\alpha\beta}$; at $45^\circ$ this is $\tfrac12(\kappa_{11}+\kappa_{22})+\kappa_{12}$, which supplies the missing component.

Fewer scans suffice if the stress is known to be equibiaxial, $\sigma_{\alpha\beta}=\sigma\delta_{\alpha\beta}$. On an isotropic substrate $S_{11}=1/E$ and $S_{12}=-\nu/E$, and (1) reduces to Stoney's equation, $\kappa=6h_f\sigma(1-\nu)/(Eh_s^2)$. On some cubic wafers the same form survives with $E/(1-\nu)$ replaced by a biaxial modulus $M$. For (001), let the in-plane strain be $\varepsilon$. The free surface requires $2C_{12}\varepsilon+C_{11}\varepsilon_{33}=0$, and inserting $\varepsilon_{33}$ into $\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{33}$ gives

$$M_{001}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

For (111), threefold symmetry restricts the strain to $\varepsilon\,\delta_{ij}+d\,n_in_j$, with $n=(1,1,1)/\sqrt3$. In the cube axes its diagonal elements are $\varepsilon+d/3$ and its off-diagonal elements $d/3$. With $B=C_{11}+2C_{12}$, the stress has diagonal elements $P=B(\varepsilon+d/3)$ and off-diagonal elements $T=2C_{44}d/3$. The normal stress $P+2T$ must vanish, and the in-plane stress is $P-T=-3T=-2C_{44}d$. The first condition reads $B\varepsilon+(B+4C_{44})d/3=0$, so $d=-3B\varepsilon/(B+4C_{44})$ and

$$M_{111}=\frac{6C_{44}(C_{11}+2C_{12})}{C_{11}+2C_{12}+4C_{44}} .$$

A (110) wafer has no such modulus. Take $x$ along $[001]$ and $y$ along $[1\bar10]$. Reflection in the plane normal to $x$ reverses shear but leaves the crystal unchanged, so $S_{16}=S_{26}=0$. Equibiaxial stress then gives $\kappa_{11}/\kappa_{22}=(S_{11}+S_{12})/(S_{22}+S_{12})$, which in general differs from one.

The numbers below use the chosen inputs $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, which are of the size found in silicon. They give $M_{001}=181$ GPa and $M_{111}=230$ GPa. For the (110) wafer, $S_{11}=7.67$, $S_{22}=5.893$, $S_{12}=-2.134$ and $S_{66}=12.5$ TPa$^{-1}$. The equibiaxial curvature ratio is therefore $5.536/3.759=1.47$: an isotropic film stress bends this wafer into an elliptic bowl.

Now let a (110) wafer of 100 mm diameter and 525 µm thickness carry a 200 nm film with $\sigma_{11}=800$, $\sigma_{22}=500$ and $\sigma_{12}=150$ MPa. The prefactor is $6h_f/h_s^2=4.354$ m$^{-1}$. Since 1 MPa/TPa is $10^{-6}$,

$$\begin{aligned}
\kappa_{11}&=4.354\,(7.67\cdot800-2.134\cdot500)\times10^{-6}=22.1\times10^{-3}\ \text{m}^{-1},\\
\kappa_{22}&=4.354\,(-2.134\cdot800+5.893\cdot500)\times10^{-6}=5.4\times10^{-3}\ \text{m}^{-1},\\
\kappa_{12}&=4.354\cdot\tfrac12\cdot12.5\cdot150\times10^{-6}=4.1\times10^{-3}\ \text{m}^{-1}.
\end{aligned}$$

The stresses differ by a factor of 1.6 along the two axes, the curvatures by a factor of 4. The lateral contraction due to the larger stress cancels more than half of the bending that $\sigma_{22}$ alone would cause along $y$. The principal curvatures are 23.0 and $4.4\times10^{-3}$ m$^{-1}$; the larger one corresponds to a radius of 43 m and an edge height of $\tfrac12\kappa R^2=29$ µm above the plane tangent at the centre. The principal axis of curvature lies $13.0^\circ$ from $x$, whereas that of the stress lies at $22.5^\circ$. The axes of the measured shape are therefore not those of the film stress.

Equation (9) undoes the mixing. With $Q_{11}=145$, $Q_{22}=188.7$ and $Q_{12}=52.51$ GPa, and with $\kappa_{11}$ and $\kappa_{22}$ divided by the prefactor to give $5.069\times10^{-3}$ and $1.239\times10^{-3}$, one finds $\sigma_{11}=145\cdot5.069+52.51\cdot1.239=800$ MPa and $\sigma_{22}=52.51\cdot5.069+188.7\cdot1.239=500$ MPa. A scalar Stoney equation with $M_{001}$, applied to each scan separately, gives 916 and 224 MPa instead. Relative to the true components these readings are 14% too high and 55% too low.

The thin-film error can be isolated by solving the bilayer with a finite film. Take an isotropic film with $E=300$ GPa and $\nu=0.3$, and let the three stresses above be those before the wafer relaxes. The final stresses are 797.3, 498.6 and 149.7 MPa. Applying (9) to the bilayer's curvature returns each of them with an error of at most 0.038%, which is the fraction $h_f/h_s=3.8\times10^{-4}$ expected from (6). The substrate stress $\sigma_{11}$ under the film is $-1.2$ MPa, in agreement with $-4(h_f/h_s)\sigma_{11}$.

Large deflection sets another limit. A disc bent to $w=\kappa r^2/2$ has Gaussian curvature $\kappa^2$ and must stretch in its plane. For an isotropic disc of thickness $h$ the von Kármán compatibility equation for the Airy function is $\nabla^4\phi=-E\kappa^2$. With a free edge its solution has the stresses

$$\sigma_r=\frac{E\kappa^2}{16}(R^2-r^2),\qquad \sigma_\theta=\frac{E\kappa^2}{16}(R^2-3r^2).$$

Their sum averages to zero over the disc, so they do no net work with the uniform stress that balances an equibiaxial film. With $t=r^2/R^2$, the area averages of $(1-t)^2$, $(1-3t)^2$ and $(1-t)(1-3t)$ are $\tfrac13$, 1 and 0. The stretching energy per area is therefore $\frac{h}{2E}\left(\frac{E\kappa^2R^2}{16}\right)^2\frac43=\frac{hE\kappa^4R^4}{384}$. The bending energy, measured from the small-deflection curvature $\kappa_0$, is $\frac{h^3}{12}\frac{E}{1-\nu}(\kappa-\kappa_0)^2$ per area. Setting the derivative of the sum to zero gives

$$\frac{h^3}{6}\frac{E}{1-\nu}(\kappa_0-\kappa)=\frac{hE\kappa^3R^4}{96}
\quad\Longrightarrow\quad
\frac{\kappa_0-\kappa}{\kappa}=(1-\nu)\left(\frac{\kappa R^2}{4h}\right)^2 . \tag{10}$$

This is the leading correction to the curvature averaged over the disc. The curvature does not stay exactly uniform: with $D$ the bending stiffness and $w_1$ the change in deflection, the plate equation $D\nabla^4w_1=h\kappa\nabla^2\phi$ with a free edge gives a correction at the centre that is $2+\nu$ times as large. The corresponding anisotropic energy calculation for the example, which also keeps the curvature uniform, changes no curvature component by more than 0.013% of the largest one; local changes can be about twice that.

The wafer dimensions and film stresses are chosen inputs. A real measurement also breaks the assumption that no load acts. With a rough density of 2300 kg/m³, a flat wafer resting on a ring at its edge sags by about 2.3 µm before deposition, 8% of the film-induced edge height. After deposition the unequal principal curvatures make the edge height vary by $\tfrac12(23.0-4.4)\times10^{-3}\,\text{m}^{-1}\,R^2=23$ µm around the rim, so the wafer need not touch the ring everywhere and its sag can change. Three fixed support points, placed so that their triangle contains the wafer's centre of mass, avoid this: the wafer rests on all of them before and after deposition, and their forces follow from statics alone. In linear elasticity the sag then adds to the film's effect, and subtracting the shape measured before deposition on the same points removes it along with any initial bow. Other errors remain. An error of 1 µm in $h_s$ moves the stress by 0.4%, because $h_s$ enters squared, and an error of $1^\circ$ in the assumed in-plane crystal orientation, with the scan axes held fixed, moves the most affected stress component by about 5 MPa. If instead the scan lines are turned by $1^\circ$ and the result is read in crystal axes, the shear stress moves by about 11 MPa. A temperature drift of 10 K with a chosen expansion mismatch of $2\times10^{-6}$ K$^{-1}$ changes the film stress itself by $\frac{300}{0.7}\ \text{GPa}\times2\times10^{-5}=8.6$ MPa. For these inputs each of these errors exceeds the thin-film error of (1). If the film stress varies across the wafer, the local relation (1) no longer follows from this derivation, since the curvature at one point then also depends on the stress elsewhere. The main values quoted here are collected in the numerical output.

## Table of computed values

```
silicon C11 (rough): 166 GPa
silicon C12 (rough): 64 GPa
silicon C44 (rough): 80 GPa
silicon density (rough): 2300 kg/m^3
wafer thickness h_s: 525 um
wafer radius R: 50 mm
film thickness h_f: 200 nm
film Young modulus: 300 GPa
film Poisson ratio: 0.3
film stress 11: 800 MPa
film stress 22: 500 MPa
film stress 12: 150 MPa
(110) wafer S11: 7.67 1/TPa
(110) wafer S22: 5.893 1/TPa
(110) wafer S12: -2.134 1/TPa
(110) wafer S66: 12.5 1/TPa
(110) wafer Q11: 145 GPa
(110) wafer Q22: 188.7 GPa
(110) wafer Q12: 52.51 GPa
(110) wafer Q66: 80 GPa
prefactor 6 h_f/h_s^2: 4.354 1/m
curvature k11: 22.07 1/km
curvature k22: 5.394 1/km
curvature k12: 4.082 1/km
larger principal curvature: 23.01 1/km
smaller principal curvature: 4.449 1/km
radius of larger principal curvature: 43.45 m
principal angle of stress: 22.5 deg
principal angle of curvature: 13.04 deg
largest edge height: 28.77 um
finite film, stress 11 true / recovered: 797.275 / 797.579 MPa
finite film, stress 22 true / recovered: 498.617 / 498.807 MPa
finite film, stress 12 true / recovered: 149.671 / 149.728 MPa
largest relative recovery error: 0.0381 %
biaxial modulus (001): 180.7 GPa
biaxial modulus (111): 229.8 GPa
scalar Stoney reading along x: 915.7 MPa
scalar Stoney reading along y: 223.8 MPa
(110), equibiaxial stress: k11/k22: 1.473
(111), uniaxial: error if shear suppressed: 3.78 %
3D plate versus law, relative difference: 7.3e-14
thickness ratio h_f/h_s: 0.000381
substrate stress 11 under film: -1.215 MPa
nonlinear change / largest curvature: 0.013 %
gravity sag on edge ring: 2.29 um
gravity sag / largest edge height: 7.95 %
stress error for 1 um thickness error: 0.38 %
stress error for 1 deg in-plane turn: 5.4 MPa
thermal mismatch (chosen): 2 1e-6/K
temperature drift (chosen): 10 K
film stress change from drift: 8.57 MPa
edge layer scale h_s/R: 1.05 %
```
